# How quickly and how closely a resist film follows its wafer: test program

```python
"""Thermal relaxation of a thin resist film on a wafer during a hotplate bake.

Result under test: a film of thickness L and diffusivity D on an isothermal
wafer, insulated on top, has slowest e-folding time tau = 4 L^2/(pi^2 D).
While the wafer warms at a rate of at most R and the top loses heat with
coefficient h, the temperature drop from wafer to film top is at most
R L^2/(2 D) + (h L/k) * (largest wafer-to-air temperature difference).
k: film conductivity, c = k/D: film heat capacity per volume.
'Deficit' means wafer temperature minus local temperature.
The independent side is a network of conductances and heat capacities.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq

# Inputs in SI units; material and process values are rough typical ones
L, D, k = 100e-9, 1e-7, 0.20
c = k / D
k_si, c_si, L_si = 110.0, 1.8e6, 775e-6      # silicon near bake temperature
T_bake = const.zero_Celsius + 110.0
T_air = const.zero_Celsius + 23.0
h_loss = 15.0                                # convection plus radiation
gap, k_gas = 100e-6, 0.030                   # proximity gap under the wafer
bake_time = 60.0
E_act = 1.0 * const.e                        # activation energy of reaction
r_contact = 1e-8                             # film-wafer contact resistance
L_under = 80e-9                              # organic underlayer
site_density, reaction_heat = 3e3, 5e4       # mol/m^3, J/mol, spent in 1 s
density, lost_fraction, latent = 1200.0, 0.10, 4e5   # mass lost in 1 s


def network(widths, conductivity, heat_capacity):
    """Conductance matrix and node heat capacities, per unit area."""
    n = len(widths)
    link = conductivity / widths
    K, C = np.zeros((n + 1, n + 1)), np.zeros(n + 1)
    for i in range(n):
        K[i, i] += link[i]
        K[i + 1, i + 1] += link[i]
        K[i, i + 1] -= link[i]
        K[i + 1, i] -= link[i]
        C[i] += heat_capacity[i] * widths[i] / 2
        C[i + 1] += heat_capacity[i] * widths[i] / 2
    return K, C


def make_decay(K, C, start):
    """Return a function giving the node deficits at time t."""
    rates, modes = eigh(K, np.diag(C))
    weights = modes.T @ (C * start)
    return rates, lambda t: modes @ (np.exp(-rates * t) * weights)


N = 50
ones = np.ones(N)
K_all, C_all = network(ones * L / N, ones * k, ones * c)
K_film, C_film = K_all[1:, 1:], C_all[1:]    # node at the wafer is held fixed

# Slowest relaxation time and step response
tau = 4 * L**2 / (np.pi**2 * D)
rates, film_decay = make_decay(K_film, C_film, ones)
assert abs(rates[0] * tau - 1) < 1e-3
assert abs(rates[1] / rates[0] - 9) < 0.02
odd = 2 * np.arange(60) + 1
signs = (-1.0) ** np.arange(60)


def top_series(t):
    return 4 / np.pi * np.sum(signs / odd * np.exp(-odd**2 * t / tau))


def mean_series(t):
    return 8 / np.pi**2 * np.sum(np.exp(-odd**2 * t / tau) / odd**2)


for t in (0.2 * tau, 0.5 * tau, tau, 3 * tau):
    assert abs(film_decay(t)[-1] - top_series(t)) < 1e-3
    assert abs(C_film @ film_decay(t) / (c * L) - mean_series(t)) < 1e-3
t_one_percent = tau * np.log(4 / (np.pi * 0.01))
t_numeric = brentq(lambda t: film_decay(t)[-1] - 0.01, tau, 20 * tau)
assert abs(t_numeric / t_one_percent - 1) < 1e-3

# Time integral of the top response; also the rise from uniform heating
lag_time = L**2 / (2 * D)
assert abs(np.linalg.solve(K_film, C_film)[-1] / lag_time - 1) < 1e-6

# Steady loss drop, for the real coefficient and for a very strong one
for h in (h_loss, 1.5e6):
    K_h, push = K_film.copy(), np.zeros(N)
    K_h[-1, -1] += h
    push[-1] = h
    biot_h = h * L / k
    steady = np.linalg.solve(K_h, push)[-1]
    assert abs(steady / (biot_h / (1 + biot_h)) - 1) < 1e-6

# Wafer warm-up and the film drop through the whole bake
span = T_bake - T_air
h_gap = k_gas / gap
t_wafer = c_si * L_si / (h_gap + h_loss)
R_max = span / t_wafer
biot = h_loss * L / k
lag_drop = R_max * lag_time
loss_drop = span * biot / (1 + biot)
drop_bound = lag_drop + biot * span


def top_drop(rate, excess, times, max_step):
    """Integrate deficits for a wafer rate and a wafer-to-air difference.

    The deficits follow the wafer almost at once, so the solver's own error
    control would allow steps too long for interpolation between them;
    max_step must resolve the changes of the wafer temperature.
    """
    K_h = K_film.copy()
    K_h[-1, -1] += h_loss
    J = -K_h / C_film[:, None]

    def slope(t, d):
        out = J @ d + rate(t)
        out[-1] += h_loss * excess(t) / C_film[-1]
        return out

    run = solve_ivp(slope, (0, times[-1]), np.zeros(N), method="Radau",
                    jac=J, t_eval=times, rtol=1e-6, atol=1e-10,
                    first_step=1e-10, max_step=max_step)
    assert run.success
    return run.y[-1]


times = np.concatenate(([2e-6], np.geomspace(1e-5, bake_time, 80)))
times[-1] = bake_time
history = top_drop(lambda t: R_max * np.exp(-t / t_wafer),
                   lambda t: -span * np.expm1(-t / t_wafer), times, 0.5)
assert abs(history[0] / lag_drop - 1) < 2e-3
assert abs(history[-1] / loss_drop - 1) < 1e-3
assert history.max() <= drop_bound * (1 + 1e-4)
fade = np.exp(-times / t_wafer)
followed = lag_drop * fade + loss_drop * (1 - fade)
assert np.abs(history - followed).max() < 1e-3 * loss_drop
wiggle = top_drop(lambda t: R_max * np.cos(2 * np.pi * t / 100e-9),
                  lambda t: 0.0, np.linspace(1e-9, 1e-6, 400), 5e-9)
assert 0.1 * lag_drop < np.abs(wiggle).max() < lag_drop

# Effect of the drop on a thermally activated rate
rate_change = E_act * drop_bound / (const.k * T_bake**2)
exact_change = -np.expm1(-E_act / const.k
                         * (1 / (T_bake - drop_bound) - 1 / T_bake))
assert abs(exact_change / rate_change - 1) < 1e-3

# Cold film suddenly on hot silicon of finite conductivity
w_si = 10e-9 * 1.05 ** np.arange(150)        # fine at the film, coarse below
widths = np.concatenate((w_si[::-1], ones * L / N))
M = len(w_si)
K_two, C_two = network(widths, np.r_[np.full(M, k_si), ones * k],
                       np.r_[np.full(M, c_si), ones * c])
start = np.r_[np.zeros(M), 0.0, ones]
start[M] = c * L / N / 2 / C_two[M]          # shared node keeps the energy
_, two_decay = make_decay(K_two, C_two, start)
effusivity = np.sqrt(k_si * c_si)


def tail(t):
    return c * L / (effusivity * np.sqrt(np.pi * t))


late = two_decay(10e-6)
assert abs(late[-1] / tail(10e-6) - 1) < 0.02
across_late = (late[-1] - late[M]) / late[-1]
assert abs(across_late / (L**2 / (4 * D * 10e-6)) - 1) < 0.05
at_tau, at_1us = two_decay(tau), two_decay(1e-6)
at_one = two_decay(t_one_percent)

# Contact resistance between film and wafer
K_r = K_all.copy()
K_r[0, 0] += 1 / r_contact
rate_r = eigh(K_r, np.diag(C_all), eigvals_only=True)[0]
x = brentq(lambda y: y * np.sin(y) - L / (k * r_contact) * np.cos(y),
           0.1, np.pi / 2)
tau_contact = L**2 / (D * x**2)
assert abs(rate_r * tau_contact - 1) < 1e-3

# Other neglected effects
tau_stack = 4 * (L + L_under)**2 / (np.pi**2 * D)
reaction_rise = site_density * reaction_heat / 1.0 * L**2 / (2 * k)
evap_flux = density * L * lost_fraction * latent / 1.0
evap_drop = evap_flux * L / k
wafer_lag = R_max * L_si**2 * c_si / (2 * k_si)
wafer_loss = h_loss * span * L_si / k_si
h_black = const.sigma * (T_bake**4 - T_air**4) / span


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("film thickness", L * 1e9, "nm")
show("film diffusivity", D, "m^2/s")
show("film conductivity", k, "W/(m K)")
show("film heat capacity", c, "J/(m^3 K)")
show("silicon conductivity", k_si, "W/(m K)")
show("silicon heat capacity", c_si, "J/(m^3 K)")
show("wafer thickness", L_si * 1e6, "um")
show("bake temperature", T_bake, "K", 5)
show("air and start temperature", T_air, "K", 5)
show("surface loss coefficient", h_loss, "W/(m^2 K)")
show("  black-body radiation part at most", h_black, "W/(m^2 K)", 3)
show("gas gap", gap * 1e6, "um")
show("gas conductivity", k_gas, "W/(m K)")
show("gap coefficient", h_gap, "W/(m^2 K)")
show("L^2/D", L**2 / D * 1e9, "ns")
show("slowest e-folding time tau", tau * 1e9, "ns")
show("tau from network", 1e9 / rates[0], "ns")
show("top deficit left at tau", 100 * top_series(tau), "%", 3)
show("mean deficit left at tau", 100 * mean_series(tau), "%", 3)
show("time to 1 % at top", t_one_percent * 1e9, "ns")
show("lag time L^2/(2D)", lag_time * 1e9, "ns")
show("wafer warm-up time constant", t_wafer, "s", 3)
show("largest wafer heating rate", R_max, "K/s", 3)
show("film warm-up lag", lag_drop * 1e6, "uK", 3)
show("Biot number of film", biot, "(no unit)", 3)
show("steady loss drop in film", loss_drop * 1e3, "mK", 3)
show("bound on total film drop", drop_bound * 1e3, "mK", 4)
show("largest drop in simulated bake", history.max() * 1e3, "mK", 4)
show("simulated bake time", bake_time, "s")
show("activation energy", E_act / const.e, "eV")
show("top-to-bottom rate difference", rate_change * 1e6, "ppm", 3)
show("heating rate for 1 K lag", 1 / lag_time, "K/s", 3)
show("heat flux for 1 K drop", k / L, "W/m^2", 3)
show("real silicon: top deficit at tau", 100 * at_tau[-1], "%", 3)
show("real silicon: top deficit at 1 % time", 100 * at_one[-1], "%", 3)
show("  of which across film", 100 * (at_one[-1] - at_one[M]), "%", 3)
show("real silicon: top deficit at 1 us", 100 * at_1us[-1], "%", 3)
show("  of which across film", 100 * (at_1us[-1] - at_1us[M]), "%", 2)
show("  tail formula at 1 us", 100 * tail(1e-6), "%", 3)
show("contact resistance", r_contact, "m^2 K/W")
show("tau with contact resistance", tau_contact * 1e9, "ns", 3)
show("underlayer thickness", L_under * 1e9, "nm")
show("tau with underlayer", tau_stack * 1e9, "ns", 3)
show("reacting sites", site_density, "mol/m^3")
show("reaction heat, released in 1 s", reaction_heat / 1e3, "kJ/mol")
show("temperature change by reaction heat", reaction_rise * 1e6, "uK", 3)
show("film density", density, "kg/m^3")
show("film mass evaporated in 1 s", 100 * lost_fraction, "%")
show("latent heat", latent / 1e3, "kJ/kg")
show("drop by evaporation", evap_drop * 1e6, "uK", 3)
show("drop in wafer during warm-up", wafer_lag * 1e3, "mK", 3)
show("drop in wafer by steady loss", wafer_loss * 1e3, "mK", 3)
print("no test failed")
```

Output:

```
film thickness: 100 nm
film diffusivity: 1e-07 m^2/s
film conductivity: 0.2 W/(m K)
film heat capacity: 2e+06 J/(m^3 K)
silicon conductivity: 110 W/(m K)
silicon heat capacity: 1.8e+06 J/(m^3 K)
wafer thickness: 775 um
bake temperature: 383.15 K
air and start temperature: 296.15 K
surface loss coefficient: 15 W/(m^2 K)
  black-body radiation part at most: 9.03 W/(m^2 K)
gas gap: 100 um
gas conductivity: 0.03 W/(m K)
gap coefficient: 300 W/(m^2 K)
L^2/D: 100 ns
slowest e-folding time tau: 40.53 ns
tau from network: 40.53 ns
top deficit left at tau: 46.8 %
mean deficit left at tau: 29.8 %
time to 1 % at top: 196.4 ns
lag time L^2/(2D): 50 ns
wafer warm-up time constant: 4.43 s
largest wafer heating rate: 19.6 K/s
film warm-up lag: 0.982 uK
Biot number of film: 7.5e-06 (no unit)
steady loss drop in film: 0.652 mK
bound on total film drop: 0.6535 mK
largest drop in simulated bake: 0.6525 mK
simulated bake time: 60 s
activation energy: 1 eV
top-to-bottom rate difference: 51.7 ppm
heating rate for 1 K lag: 2e+07 K/s
heat flux for 1 K drop: 2e+06 W/m^2
real silicon: top deficit at tau: 49.1 %
real silicon: top deficit at 1 % time: 3.46 %
  of which across film: 1.43 %
real silicon: top deficit at 1 us: 0.839 %
  of which across film: 0.023 %
  tail formula at 1 us: 0.802 %
contact resistance: 1e-08 m^2 K/W
tau with contact resistance: 42.2 ns
underlayer thickness: 80 nm
tau with underlayer: 131 ns
reacting sites: 3000 mol/m^3
reaction heat, released in 1 s: 50 kJ/mol
temperature change by reaction heat: 3.75 uK
film density: 1200 kg/m^3
film mass evaporated in 1 s: 10 %
latent heat: 400 kJ/kg
drop by evaporation: 2.4 uK
drop in wafer during warm-up: 96.5 mK
drop in wafer by steady loss: 9.19 mK
no test failed
```
